# Impact-ionization rates near threshold: the Keldysh square and random-k 7/2 laws

## A.1 Two rates that rise in an unexpected order

Take a two-band model with parabolic bands, a constant matrix element, a 1 eV gap and a hole twice as heavy as the electron. An electron can then ionize across the gap, with momentum conserved, once its energy exceeds 1.333 eV. Between 0.125 eV and 1 eV above this threshold the momentum-conserving rate grows by a factor of 64. The random-k rate, which drops momentum conservation, grows by a factor of 42 over the same interval. Yet the first follows a square law and the second a power of 7/2. Both powers follow from the volume of final-state phase space, and the apparent contradiction disappears once each power is attached to its own threshold.

## A.2 Model and golden rule

An electron with wavevector $\mathbf k$ and energy $E=\hbar^2k^2/2m_c$, measured from the conduction-band edge, lifts a valence electron across the gap $E_g$. The final state holds two conduction electrons, $\mathbf k_1$ and $\mathbf k_2$, and a hole. The bands are isotropic and parabolic, the valence band is full, and the final conduction states are empty.

If the valence electron had wavevector $\mathbf k_v$, momentum conservation reads $\mathbf k+\mathbf k_v=\mathbf k_1+\mathbf k_2$. The hole wavevector is $\mathbf k_h=-\mathbf k_v$, so

$$\mathbf k=\mathbf k_1+\mathbf k_2+\mathbf k_h .$$

The valence electron had energy $-E_g-\hbar^2k_h^2/2m_v$, with $m_v>0$ the hole mass. Energy conservation is therefore $E=E_g+T$, with

$$T=\frac{\hbar^2k_1^2}{2m_c}+\frac{\hbar^2k_2^2}{2m_c}+\frac{\hbar^2k_h^2}{2m_v}.$$

The matrix element is taken as $U/V$, where $V$ is the crystal volume and $U$ a constant with the unit energy times volume. This is a contact interaction with the Bloch overlaps absorbed in $U$. Spin is conserved. For parallel spins the direct and exchange amplitudes are equal and cancel. For opposite spins the two electrons are distinguishable by their spin, so every ordered pair $(\mathbf k_1,\mathbf k_2)$ is a separate final state and no factor 1/2 appears.

Momentum conservation fixes $\mathbf k_h$. The two remaining sums become $V^2/(2\pi)^6$ times integrals, and $V^2$ cancels against $|U/V|^2$:

$$W=\frac{2\pi}{\hbar}\frac{U^2}{(2\pi)^6}\int d^3k_1\,d^3k_2\;\delta(E-E_g-T).$$

## A.3 Separating the total momentum

Let $\mathbf P=\mathbf k_1+\mathbf k_2$ and $\mathbf p=(\mathbf k_1-\mathbf k_2)/2$, so that $\mathbf k_{1,2}=\mathbf P/2\pm\mathbf p$. For each Cartesian component the determinant of this change of variables has magnitude 1. Since $k_1^2+k_2^2=P^2/2+2p^2$,

$$T=\frac{\hbar^2P^2}{4m_c}+\frac{\hbar^2p^2}{m_c}+\frac{\hbar^2(\mathbf k-\mathbf P)^2}{2m_v}.$$

With $M=2m_c+m_v$, shift the pair momentum by writing $\mathbf P=2m_c\mathbf k/M+\mathbf s$. Then $\mathbf k-\mathbf P=m_v\mathbf k/M-\mathbf s$. Three kinds of term result:

- The $k^2$ terms have the coefficient $\hbar^2(m_c+m_v/2)/M^2=\hbar^2/2M$.
- The $\mathbf k\cdot\mathbf s$ terms are $+\hbar^2/M$ from the electrons and $-\hbar^2/M$ from the hole, and cancel.
- The $s^2$ terms have the coefficient $\hbar^2(1/4m_c+1/2m_v)=\hbar^2M/(4m_cm_v)$.

Hence

$$T=\frac{\hbar^2k^2}{2M}+\frac{\hbar^2p^2}{m_c}+\frac{\hbar^2M\,s^2}{4m_cm_v}.$$

The first term is the kinetic energy of the centre of mass, which momentum conservation makes unavailable for anything else. The lowest final state has $\mathbf p=\mathbf s=0$, that is $\mathbf k_1=\mathbf k_2=m_c\mathbf k/M$ and $\mathbf k_h=m_v\mathbf k/M$. All three particles then move with the velocity $\hbar\mathbf k/M$.

The energy left for relative motion is

$$\Delta=E-E_g-\frac{\hbar^2k^2}{2M}=\frac{m_c+m_v}{M}E-E_g,$$

where $\hbar^2k^2=2m_cE$ was used. It vanishes at

$$E_{th}=E_g\frac{2m_c+m_v}{m_c+m_v},\qquad \Delta=\frac{m_c+m_v}{M}(E-E_{th}).$$

Writing $E_{th}=E_g[1+m_c/(m_c+m_v)]$ shows the limits. For $m_c\ll m_v$ the heavy hole takes up the momentum at little cost in energy, and $E_{th}\to E_g$. For $m_c\gg m_v$ the threshold approaches $2E_g$. These values assume a parabola up to $E>E_g$, which real conduction bands rarely follow. With $E(1+\alpha E)=\hbar^2k^2/2m_c$ and $\alpha=1/E_g$, the initial $k^2$ near $E=E_g$ doubles, and for $m_c\ll m_v$ the excess $E_{th}-E_g$ becomes about $2E_gm_c/m_v$. For the masses used below, the threshold moves from 1.33 eV to 1.51 eV for $\alpha=0.25$ eV⁻¹ and to 1.83 eV for $\alpha=0.5$ eV⁻¹.

The example uses $m_c=0.5$ and $m_v=1$ in electron masses, so $M=2$ and $E_{th}=(2/1.5)\times1$ eV $=1.333$ eV. At threshold $k=4.18$ nm⁻¹. Each final electron carries one quarter of this, 1.05 nm⁻¹, and the hole one half, 2.09 nm⁻¹.

## A.4 The square law

Both laws need the integral

$$J_n(\Delta)=\int d^nx\;\delta(\Delta-x^2)=S_n\int_0^\infty r^{n-1}\delta(\Delta-r^2)\,dr=\frac{S_n}{2}\Delta^{n/2-1},$$

where $S_n$ is the area of the unit sphere in $n$ dimensions. The Gaussian integral gives this area: $\pi^{n/2}=\int d^nx\,e^{-x^2}=S_n\Gamma(n/2)/2$. Therefore

$$J_n(\Delta)=\frac{\pi^{n/2}}{\Gamma(n/2)}\Delta^{n/2-1}.$$

With momentum conserved, $n=6$. Set $\mathbf x_a=\hbar\mathbf p/\sqrt{m_c}$ and $\mathbf x_b=\hbar\mathbf s\sqrt{M/4m_cm_v}$, which turns the relative energy into $x_a^2+x_b^2$. The volume element becomes

$$d^3p\,d^3s=\frac{1}{\hbar^6}\left(\frac{4m_c^2m_v}{M}\right)^{3/2}d^6x=\frac{8}{\hbar^6}\left(\frac{m_c^2m_v}{M}\right)^{3/2}d^6x .$$

With $J_6=\pi^3\Delta^2/2$, the numerical factors combine as $2\pi\cdot8\cdot(\pi^3/2)/(2\pi)^6=1/8\pi^2$, and

$$\boxed{W=\frac{U^2}{8\pi^2\hbar^7}\left(\frac{m_c^2m_v}{M}\right)^{3/2}\Delta^2}$$

for $E>E_{th}$, and zero below. Within this model the square holds at every energy above threshold, not just close to it.

For numerical work, express the masses in units of $m_e$ and replace $\hbar^7$ by $\hbar(\hbar^2/m_e)^3$, with $\hbar^2/m_e=0.0762$ eV nm² and $\hbar=6.582\times10^{-16}$ eV s. The example takes $U=0.05$ eV nm³. At $E-E_{th}=1$ eV, $\Delta=0.75$ eV and

$$W=\frac{(0.05)^2(0.125)^{3/2}(0.75)^2}{8\pi^2(0.0762)^3\,(6.582\times10^{-16})}\ \text{s}^{-1}=2.70\times10^{12}\ \text{s}^{-1}.$$

The Keldysh form measures the same law against the phonon scattering rate $1/\tau$ at threshold:

$$W=\frac{P}{\tau}\left(\frac{E}{E_{th}}-1\right)^2,\qquad P=C\,E_{th}^2\,\tau,\qquad C=\frac{W}{(E-E_{th})^2}.$$

Here $C=2.70\times10^{12}$ s⁻¹ eV⁻². With a chosen phonon rate of $10^{13}$ s⁻¹, $P=2.70\times10^{12}\times(1.333)^2/10^{13}=0.48$. For these chosen values the threshold is soft: if the phonon rate stays at this value, ionization 1 eV above threshold is still only 0.27 times as frequent as phonon scattering, so within this range an electron will usually scatter from phonons before it ionizes. This is a property of the chosen numbers, not of the square law. Since $P\propto U^2\tau$, a tenfold larger $U$ would formally give $P=48$ and a ratio of 27 at 1 eV above threshold. Such a $U$ only illustrates the scaling. The Coulomb value $e^2/(\epsilon_0\epsilon Q^2)$ at the threshold momentum transfer $Q=3.14$ nm⁻¹ is 0.15 eV nm³ for $\epsilon=12$ even with unit Bloch overlaps, and the implied $\hbar W=0.18$ eV strains the golden rule.

## A.5 When the square becomes a cube

The square needs a matrix element that is finite and nonzero at $\mathbf p=\mathbf s=0$. Suppose instead that the amplitude vanishes there linearly, as $\sum_i a_ix_i$ in the six scaled coordinates. On the sphere $x^2=\Delta$, symmetry gives $\langle x_ix_j\rangle=\delta_{ij}\Delta/6$, so the mean squared amplitude is $(\Delta/6)\sum_i|a_i|^2$. This adds one power of $\Delta$, and the leading rate is cubic. Two cases matter.

**Parallel spins.** For an interaction $U(\mathbf q)$ of finite range, the amplitude is $U(\mathbf k-\mathbf k_1)-U(\mathbf k-\mathbf k_2)$. With $\mathbf Q=\mathbf k-\mathbf P/2$ it equals $U(\mathbf Q-\mathbf p)-U(\mathbf Q+\mathbf p)\approx-2\mathbf p\cdot\nabla U(\mathbf Q)$. It is linear in $\mathbf p$, so this channel is cubic. The opposite-spin channel remains finite and keeps the total rate quadratic at leading order.

**Heavy holes.** In a simple band-edge model without spin-orbit coupling, the heavy-hole state is built from p-like orbitals perpendicular to $\mathbf k_h$. The conduction state is s-like with a small p-like admixture, directed along its own wavevector and, for small wavevectors, proportional to it in amplitude. The squared overlap, summed over the two perpendicular orbitals, is then proportional to $|\mathbf k_2\times\mathbf k_h|^2/k_h^2$. At threshold the vectors are collinear and the overlap vanishes. The cross product is linear in the deviations, so the rate is cubic. This holds for an isotropic valence band. In a real cubic crystal, band warping gives the heavy-hole states a small component along $\mathbf k_h$ in general directions, so the overlap at threshold is small but nonzero. A quadratic term then survives, and it dominates closest to threshold.

These exponents can be seen in a Monte Carlo evaluation of the golden-rule integral, with $\mathbf k_1$ and $\mathbf k_2$ sampled at random and the delta function replaced by a narrow energy window. Rates at 1 meV and 4 meV above threshold were compared. For $U(\mathbf q)\propto1/(q^2+\lambda^2)$ with $\lambda=1$ nm⁻¹, the exponents are 2.00 for opposite spins and 3.00 for parallel spins. The heavy-hole overlap factor, with no other momentum dependence, gives 3.00. These are limiting exponents. Between 0.125 eV and 1 eV above threshold the same screened interaction gives effective exponents of about 1.7 for opposite and 2.5 for parallel spins, and at 1 eV the parallel channel is about a third of the opposite one. A phonon rate of $10^{13}$ s⁻¹ also broadens the initial state by $\hbar/\tau=6.6$ meV, so the range of a few meV is not resolved in a real crystal.

## A.6 The random-k law

The conserving rate can be written as a sum over three wavevectors containing the Kronecker delta $\delta_{\mathbf k,\mathbf k_1+\mathbf k_2+\mathbf k_h}$, understood up to a reciprocal-lattice vector. The formula in A.4 includes only the zero reciprocal-lattice vector, so it leaves out umklapp processes. A crystal with cell volume $\Omega$ has $V/\Omega$ distinct wavevectors. If the sum of the three final wavevectors is equally likely to be any of them, the mean of the delta is $\Omega/V$. Kane's random-k approximation replaces the delta by this mean and the squared matrix element by a constant average, here again $U^2/V^2$.

Crystal momentum is not lost in the real process. The approximation is plausible when many bands, valleys and umklapp processes offer final states of nearly every total wavevector, so that the constraint selects a typical sample of them.

The three sums give $V^3/(2\pi)^9$, and all powers of $V$ cancel:

$$W_R=\frac{2\pi}{\hbar}\frac{U^2\Omega}{(2\pi)^9}\int d^3k_1\,d^3k_2\,d^3k_h\;\delta(\varepsilon-T),\qquad \varepsilon=E-E_g .$$

No centre-of-mass energy is held back, so the threshold is $E_g$. Grouping states by energy gives the form to use with computed bands,

$$W_R=\frac{2\pi}{\hbar}U^2\Omega\int_0^{\varepsilon}dE_1\int_0^{\varepsilon-E_1}dE_2\;D_c(E_1)D_c(E_2)D_v(\varepsilon-E_1-E_2),$$

where $D_c$ and $D_v$ are densities of states per spin and volume, measured from the band edges.

For parabolic bands, scale each wavevector as $\mathbf x=\hbar\mathbf k/\sqrt{2m}$ with its own mass. The volume element gains the factor $(8m_c^2m_v)^{3/2}/\hbar^9=16\sqrt2\,(m_c^2m_v)^{3/2}/\hbar^9$. Now $n=9$, and $\Gamma(9/2)=105\sqrt\pi/16$ gives $J_9=(16\pi^4/105)\,\varepsilon^{7/2}$. The numerical factors are

$$\frac{2\pi\cdot16\sqrt2\cdot16\pi^4}{512\,\pi^9\cdot105}=\frac{\sqrt2}{105\,\pi^4},$$

so that

$$\boxed{W_R=\frac{\sqrt2\,U^2\Omega}{105\,\pi^4\hbar^{10}}\,(m_c^2m_v)^{3/2}\,(E-E_g)^{7/2}}$$

The power 7/2 comes from three square-root densities of states. With other densities of states the double integral still applies, but its result need not be a single power.

For the example, $\Omega=0.04$ nm³, and $\hbar^{10}$ becomes $\hbar(\hbar^2/m_e)^{9/2}$. At $E-E_{th}=1$ eV, $\varepsilon=1.333$ eV and

$$W_R=\frac{\sqrt2\,(0.05)^2(0.04)(0.25)^{3/2}(1.333)^{7/2}}{105\,\pi^4(0.0762)^{9/2}\,(6.582\times10^{-16})}\ \text{s}^{-1}=7.7\times10^{11}\ \text{s}^{-1}.$$

At this energy a final electron can reach 4.18 nm⁻¹ and a hole $\sqrt{2m_v\varepsilon}/\hbar=5.92$ nm⁻¹. A sphere with the volume of the Brillouin zone has the radius $(6\pi^2/\Omega)^{1/3}=11.4$ nm⁻¹, so the parabolic states fit inside it. This shows only that the model is consistent with the size of the zone. In real semiconductors the bands usually depart from parabolas at lower energies than those used here.

## A.7 Where the extra 3/2 comes from

The two laws are linked by an average. Hold the energy $E$ fixed, but let the total wavevector $\mathbf K$ vary independently of it. The conserving formula then applies with $\Delta=\varepsilon-\hbar^2K^2/2M$. Averaging over the $V/\Omega$ wavevectors gives

$$\overline W=\frac{\Omega}{(2\pi)^3}\frac{U^2}{8\pi^2\hbar^7}\left(\frac{m_c^2m_v}{M}\right)^{3/2}\int d^3K\left(\varepsilon-\frac{\hbar^2K^2}{2M}\right)^2,$$

with the integral restricted to positive $\Delta$. Here $\mathbf K$ is the unfolded sum of the three final wavevectors; folding it into the zone regroups the same final states. With $K=y\sqrt{2M\varepsilon}/\hbar$ the integral is

$$\frac{4\pi(2M)^{3/2}}{\hbar^3}\,\varepsilon^{7/2}\int_0^1y^2(1-y^2)^2dy,\qquad \int_0^1y^2(1-y^2)^2dy=\frac13-\frac25+\frac17=\frac{8}{105}.$$

The factor $M^{3/2}$ cancels, the numbers reduce to $\sqrt2/(105\pi^4)$, and $\overline W=W_R$. Three freed momentum components thus raise the power by 3/2. The lower threshold comes from states near $\mathbf K=0$, which a real electron on the parabolic band does not have at energy $E$.

## A.8 Reading and using the two laws

Let $a=E-E_{th}$ and $b=E_{th}-E_g=E_gm_c/(m_c+m_v)$, which is 0.333 eV here. Then $W\propto a^2$ and $W_R\propto(a+b)^{7/2}$. The opening factors are $(1/0.125)^2=64$ and $(1.333/0.458)^{7/2}=42$. Measured against $a$, the random-k law has the local slope

$$\frac{d\ln W_R}{d\ln a}=\frac72\,\frac{a}{a+b}.$$

| $E-E_{th}$ (eV) | $W$ (s⁻¹) | $W_R$ (s⁻¹) | slope of $W_R$ against $a$ |
|---|---|---|---|
| 0.125 | 4.22 × 10¹⁰ | 1.84 × 10¹⁰ | 0.95 |
| 0.5 | 6.76 × 10¹¹ | 1.49 × 10¹¹ | 2.10 |
| 1 | 2.70 × 10¹² | 7.72 × 10¹¹ | 2.63 |

Over a narrow range around $a=0.5$ eV the random-k rate would pass for a nearly quadratic law. A fitted exponent therefore says little about momentum conservation unless the threshold used in the fit is stated and justified.

At $E_{th}$ itself the conserving rate is zero and the random-k rate is $6.0\times10^9$ s⁻¹. The curves first cross at $E=1.398$ eV, where both equal $1.1\times10^{10}$ s⁻¹. Because $W_R$ has the higher power, the two formulas cross again near $E=5$ eV, where the largest hole wavevector, about 10 nm⁻¹, approaches the zone radius, far beyond the range in which parabolic bands describe a real crystal. In an fcc lattice of this cell volume, umklapp processes, which the formula of A.4 omits, would already open near $E=4.1$ eV. Both crossings depend on using the same $U$ in both laws. In an application the two constants are separate averages, and a ratio of the rates should not be read as a measure of the momentum constraint alone.

For bands that are not parabolic, the square survives near threshold under three conditions: the final energy at fixed $\mathbf k$ has an isolated minimum that is quadratic in all six deviations, the matrix element is finite and nonzero there, and $\Delta$ crosses zero linearly in $E$. In an anisotropic band $\Delta$ can also depend on the direction of $\mathbf k$ at fixed energy. A rate averaged over a constant-energy surface then mixes different thresholds and need not be quadratic.
